# Swanepoel's Envelope Formula for the Refractive Index of a Film

## 1. A film without loss on an endless substrate

Light falls at normal incidence from air onto a lossless film of index \(n\), behind which a substrate of index \(s\) extends without end. Measure the magnetic field in units that make \(H/E\) equal to the refractive index for a forward wave. For a backward wave the ratio has the opposite sign.

Let \(\rho\) be the ratio of backward to forward electric amplitude at a point in the film. Then

\[
\frac{H}{E}=n\,\frac{1-\rho}{1+\rho}.
\]

At the substrate this ratio must equal \(s\), because \(E\) and \(H\) are continuous and the substrate carries a forward wave alone. Going back towards the source by a quarter of the wavelength in the film changes the relative phase of the two waves by \(\pi\), so \(\rho\to-\rho\) and

\[
\frac{H}{E}\to n\,\frac{1+\rho}{1-\rho}=\frac{n^2}{s}.
\]

A second quarter wave restores \(s\). A half-wave film therefore acts as if it were absent, and a quarter-wave film looks from the air like a medium of index \(n^2/s\).

A surface between air and a medium of index \(q\) reflects the fraction \((1-q)^2/(1+q)^2\) and transmits \(4q/(1+q)^2\). Hence

\[
T_{\rm half}=\frac{4s}{(1+s)^2},\qquad
T_{\rm quarter}=\frac{4n^2s}{(n^2+s)^2}.
\]

Subtract the reciprocals over the common denominator \(4n^2s\):

\[
\begin{aligned}
\frac1{T_{\rm quarter}}-\frac1{T_{\rm half}}
&=\frac{n^4+2n^2s+s^2-n^2(1+2s+s^2)}{4n^2s}\\
&=\frac{(n^2-1)(n^2-s^2)}{4n^2s}.
\end{aligned}
\]

The thickness has dropped out, and for \(n>s\) the two transmittances determine \(n\) once \(s\) is known. The derivation below shows that this difference survives both weak absorption in the film and reflection at the rear of a real substrate.

## 2. Model and conventions

The film is uniform and flat, with thickness \(d\). The substrate is thick and lossless, with air behind it, and \(n>s>1\). Fields vary as \(\exp(-i\omega t)\), so an absorbing film has index \(n+ik\) with \(k>0\). Its absorption coefficient is \(\alpha=4\pi k/\lambda\), where \(\lambda\) is the vacuum wavelength. Define

\[
\varphi=\frac{4\pi nd}{\lambda},\qquad x=e^{-\alpha d}.
\]

Here \(\varphi\) is the phase of a round trip through the film and \(x\) is the intensity factor of a single pass. Weak absorption means that \(k\) is small compared with \(n-s\), and hence with \(n-1\) and \(n\). It is then dropped from the surface coefficients but kept in \(x\), where the length \(d\) multiplies it. The factor \(x\) need not be close to one.

The amplitude coefficients at the front of the film and at the film–substrate surface, for light going forward, are

\[
r_1=\frac{1-n}{1+n},\quad t_1=\frac2{1+n},\quad
r_2=\frac{n-s}{n+s},\quad t_2=\frac{2n}{n+s}.
\]

For light going backward the reflection coefficients change sign.

## 3. Multiple reflections in the film

One pass multiplies the amplitude by \(p=\sqrt{x}\,e^{i\varphi/2}\). A round trip inside the film brings the factors \(r_2\), \(-r_1\) and \(p^2\). The amplitude entering the substrate is thus a geometric series:

\[
t=t_1pt_2\sum_{j=0}^{\infty}(-r_1r_2p^2)^j
=\frac{t_1t_2p}{1+r_1r_2p^2}.
\]

Since \(p^2=xe^{i\varphi}\), the squared modulus of the denominator is

\[
F=1+2r_1r_2x\cos\varphi+r_1^2r_2^2x^2.
\]

Energy flux is proportional to index times squared amplitude, so the transmittance into the substrate is

\[
T_f=s|t|^2=\frac{Kx}{F},\qquad
K=\frac{16n^2s}{(1+n)^2(n+s)^2}.
\]

Light also returns to the film from the rear of the substrate. Part reflects at once, with coefficient \(-r_2\). The rest enters the film with coefficient \(t_2'=2s/(n+s)\), reflects at the front and leaves again, with any number of further round trips. Using \(t_2t_2'=4ns/(n+s)^2=1-r_2^2\),

\[
\begin{aligned}
r'&=-r_2-\frac{(1-r_2^2)r_1p^2}{1+r_1r_2p^2}\\
&=\frac{-r_2-r_1r_2^2p^2-r_1p^2+r_1r_2^2p^2}{1+r_1r_2p^2}
=-\frac{r_2+r_1p^2}{1+r_1r_2p^2}.
\end{aligned}
\]

The corresponding reflectance is

\[
R'=|r'|^2=\frac{r_2^2+2r_1r_2x\cos\varphi+r_1^2x^2}{F}.
\]

## 4. The rear surface

The rear surface reflects the fraction \(R_s=(s-1)^2/(s+1)^2\). Each round trip in the substrate multiplies the amplitude by a factor \(qe^{i\psi}\), with \(|q|^2=R_sR'\) and \(\psi\) the substrate phase. If the spectrometer averages over \(\psi\), the cross terms of the series vanish:

\[
\left\langle\left|\sum_j q^je^{ij\psi}\right|^2\right\rangle
=\sum_j|q|^{2j}=\frac1{1-R_sR'}.
\]

This is the sum obtained by adding intensities. With the rear transmittance \(1-R_s\),

\[
T=\frac{T_f(1-R_s)}{1-R_sR'}.
\]

Take the reciprocal and insert \(T_f=Kx/F\):

\[
\frac1T=\frac{F-R_s(FR')}{Kx(1-R_s)}.
\]

The terms in \(\cos\varphi\) in the numerator are \(2r_1r_2x\cos\varphi\) from \(F\) and \(-R_s\) times the same quantity from \(FR'\). Together they carry a factor \(x(1-R_s)\), which cancels the same factor below:

\[
\frac1T=\frac1K\left[
\frac{1-R_sr_2^2}{(1-R_s)x}
+2r_1r_2\cos\varphi
+\frac{r_1^2(r_2^2-R_s)x}{1-R_s}\right].
\]

Absorption and the rear surface change the level of \(1/T\), but not the size of its oscillation with \(\varphi\). This is why the difference found in Section 1 survives.

The coefficients simplify by differences of squares. With \(1-R_s=4s/(s+1)^2\),

\[
\begin{aligned}
\frac{1-R_sr_2^2}{1-R_s}
&=\frac{(s+1)^2(n+s)^2-(s-1)^2(n-s)^2}{4s(n+s)^2}\\
&=\frac{(2n+2s^2)(2sn+2s)}{4s(n+s)^2}
=\frac{(n+1)(n+s^2)}{(n+s)^2},\\[4pt]
\frac{r_2^2-R_s}{1-R_s}
&=\frac{(s+1)^2(n-s)^2-(s-1)^2(n+s)^2}{4s(n+s)^2}\\
&=\frac{(2n-2s^2)(2sn-2s)}{4s(n+s)^2}
=\frac{(n-1)(n-s^2)}{(n+s)^2}.
\end{aligned}
\]

Division by \(K\) gives the closed form

\[
T=\frac{Ax}{B-Cx\cos\varphi+Dx^2},
\]

\[
\begin{aligned}
A&=16n^2s, & B&=(n+1)^3(n+s^2),\\
C&=2(n^2-1)(n^2-s^2), & D&=(n-1)^3(n-s^2).
\end{aligned}
\]

The sign before \(C\) comes from \(r_1<0\): \(2r_1r_2/K=-C/A\).

## 5. The envelopes and the index

At one wavelength hold \(n\), \(s\) and \(x\) fixed and let \(\varphi\) vary. For \(n>s\) we have \(C>0\), so \(1/T\) is smallest at \(\cos\varphi=1\) and largest at \(\cos\varphi=-1\). These values define the upper envelope \(T_M(\lambda)\) and the lower envelope \(T_m(\lambda)\):

\[
\frac1{T_M}=\frac{B/x+Dx-C}{A},\qquad
\frac1{T_m}=\frac{B/x+Dx+C}{A}.
\]

Their difference is

\[
\Delta\equiv\frac1{T_m}-\frac1{T_M}=\frac{2C}{A}
=\frac{(n^2-1)(n^2-s^2)}{4n^2s}.
\]

Multiply by \(4n^2s\) and collect powers of \(n^2\):

\[
n^4-(1+s^2+4s\Delta)n^2+s^2=0.
\]

With \(N\) defined as half the bracket, the solutions are \(n^2=N\pm\sqrt{N^2-s^2}\). Since \(\Delta\ge0\), \(N\ge(1+s^2)/2>s\), and both roots are real and positive. Their product is \(s^2\), so one exceeds \(s\) and the other lies below it. Our film has \(n^2>s^2>s\), which selects the larger root:

\[
\boxed{
\begin{aligned}
n&=\left[N+\sqrt{N^2-s^2}\right]^{1/2},\\
N&=2s\left(\frac1{T_m}-\frac1{T_M}\right)+\frac{s^2+1}{2}.
\end{aligned}}
\]

The formula was tested on 60 random lossy films with \(s\) between 1.4 and 1.8, \(n\) from \(s+0.1\) to 4, and \(x\) between 0.3 and 1. Wave amplitudes were carried through the whole stack with real surface indices, and the intensity was averaged over substrate phase. The envelopes found by scanning \(\varphi\) returned the index to \(1.3\times10^{-15}\), which is rounding error.

## 6. Limits and a second case

**No fringes.** If \(\Delta=0\), then \(N=(s^2+1)/2\) and \(\sqrt{N^2-s^2}=(s^2-1)/2\), so \(n=s\). Within this model, a film matched to its substrate makes no fringes. If such a film absorbs, the \(k\) dropped from the surface coefficients still leaves weak ones, and the condition \(k\ll n-s\) of Section 2 is not met.

**No absorption.** At a maximum the half-wave film is absent, leaving two bare glass surfaces:

\[
T_M=\frac{(1-R_s)^2}{1-R_s^2}=\frac{1-R_s}{1+R_s}=\frac{2s}{s^2+1}.
\]

Then \(2s/T_M=s^2+1\), and \(N=2s/T_m-(s^2+1)/2\): the minima alone suffice. The bare substrate has the same transmittance \(T_s\). Solving \(s^2-2s/T_s+1=0\) for the root above one gives

\[
s=\frac1{T_s}+\sqrt{\frac1{T_s^2}-1}.
\]

**Strong absorption.** For small \(x\), \(1/T\simeq B/(Ax)\), so both envelopes fall in proportion to \(x\). Their separation, \(T_M-T_m=T_MT_m\Delta\), falls as \(x^2\). In a sufficiently thick film the fringes sink into the measurement noise even while \(k\) is still small enough for the formula.

**Film index below that of the substrate.** For \(1<n<s\), \(C\) is negative and maxima and minima exchange roles. The difference of reciprocals at \(\varphi=\pi\) and \(\varphi=0\) is still \(2C/A\), but is now negative. The two roots for \(n^2\) have product \(s^2\), so \(n\) and \(s/n\) fit equally well, and both lie between 1 and \(s\). For \(s=1.8\), the indices 1.4 and 1.286 both give \(-0.0871\). Misusing the boxed formula with the larger transmittance as \(T_M\) returns 2.02. For \(1<n<s\) the size of the difference is at most \((s-1)^2/(4s)\), reached at \(n=\sqrt s\), so a larger value shows that \(n>s\). A smaller nonzero value does not by itself tell which side of \(s\) the film lies on, and below \(s\) a further fact is needed to choose between the two answers.

## 7. From envelopes to neighbouring extrema

The formula needs \(T_M\) and \(T_m\) at the same wavelength, whereas a spectrum supplies its maxima and minima at different ones. At a minimum \(\lambda_0\) lying between maxima at \(\lambda_a\) and \(\lambda_b\), the simplest estimate is

\[
T_M(\lambda_0)\simeq T_a+(T_b-T_a)\frac{\lambda_0-\lambda_a}{\lambda_b-\lambda_a}.
\]

At a maximum one interpolates \(T_m\) between the adjacent minima in the same way. This is an approximation separate from the algebra above.

To see what an error in either envelope does, write

\[
\Delta=\frac{n^2+s^2/n^2-1-s^2}{4s},\qquad
\frac{d\Delta}{dn}=\frac{n^4-s^2}{2sn^3}.
\]

Since \(d\Delta=dT_M/T_M^2-dT_m/T_m^2\), at fixed \(s\)

\[
dn=g\left(\frac{dT_M}{T_M^2}-\frac{dT_m}{T_m^2}\right),\qquad
g=\frac{2sn^3}{n^4-s^2}.
\]

Each error is divided by the square of its own transmittance, so the lower envelope, being the smaller, is the more critical.

There is also a small displacement. The spectrum touches its upper envelope where \(\cos\varphi=1\), and there the two curves have equal slopes. If absorption makes the envelope rise with wavelength, the spectrum is still rising at the point of contact, so its true maximum lies at a longer wavelength.

## 8. A worked film

Take a film with \(d=900\) nm on 1 mm of glass with \(s=1.51\), and

\[
n(\lambda)=3.2+\frac{2.5\times10^5\ {\rm nm^2}}{\lambda^2}.
\]

The absorption coefficient is 1000 cm\(^{-1}\) at a photon energy of 1.75 eV and varies exponentially with energy, by a factor \(e\) per 60 meV. The spectrum is computed with the complex index at every film surface, so it does not presuppose the approximation under study.

A minimum at 767.21 nm has \(T_m=0.36181\). Its neighbours are maxima of 0.87175 at 733.36 nm and 0.91686 at 806.52 nm. Interpolation gives

\[
T_M\simeq0.87175+0.04511\times\frac{33.85}{73.16}\simeq0.8926.
\]

With the unrounded values,

\[
\begin{aligned}
\Delta&=2.7639-1.1203=1.6436,\\
N&=3.02\times1.6436+1.6401=6.6037,\\
n&=\sqrt{6.6037+6.4288}=3.610.
\end{aligned}
\]

The index put into the model at this wavelength is 3.625. The estimate is low by 0.015, or 0.4% of that value.

The true upper envelope here is 0.9064, above the interpolated 0.8926. Using it with the measured minimum reduces the error to \(-2.5\times10^{-4}\), so interpolation causes nearly all of the discrepancy. The straight line runs below an envelope that bends over as absorption fades.

The same procedure at three further extrema gives:

| Wavelength (nm) | Kind | Estimated \(n\) | Error in \(n\) |
|---|---|---:|---:|
| 767.21 | minimum | 3.610 | −0.0147 |
| 806.52 | maximum | 3.591 | +0.0065 |
| 850.59 | minimum | 3.544 | −0.0013 |
| 901.89 | maximum | 3.511 | +0.0032 |

The signs alternate because a different envelope is interpolated each time. The successive minima, 0.3618, 0.3766 and 0.3893, rise ever more slowly with wavelength, so a chord between them also runs low. Too low a \(T_M\) lowers \(n\), while too low a \(T_m\) raises it. Within each kind the second error in the table is smaller than the first, but for the maxima this does not continue: the next one, at 1030.61 nm, has an error of +0.0034.

The maximum near 733 nm lies 0.31 nm beyond its point of contact with the envelope. With absorption switched off the shift vanishes to the printed precision, as it should: the lossless upper envelope is flat when \(s\) is constant.

## 9. What the formula leaves out

**Extinction at the surfaces.** Hold \(x\) fixed and reverse the signs of \(k\) and of all phases. Every wave amplitude becomes its complex conjugate, and the transmittance is unchanged. Envelopes taken over all phases are therefore even in \(k\), and for small \(k\) the leading error is quadratic. For \(n=3.6\), \(s=1.51\) and \(x=0.8\), the error in \(n\) is \(5.6\times10^{-4}\) at \(k=0.05\) and \(2.24\times10^{-3}\) at \(k=0.10\), a ratio of 4.00. At the worked minimum \(k\) is \(6.5\times10^{-4}\), and the effect is about \(10^{-7}\).

**Instrument and sample.** The following errors are found at 767.21 nm from the true envelopes, changing one thing at a time. For the slit and the thickness spread, only the film phase is varied.

- A slit with a rectangular passband 2 nm wide changes \(n\) by −0.002; a triangular passband of 2 nm full width at half maximum changes it by about twice as much.
- A thickness spread evenly over ±5 nm changes it by −0.021.
- Reading \(T_M\) high and \(T_m\) low by 0.005 each changes it by +0.038.
- A substrate index taken 0.01 too high changes it by +0.013.
- A substrate that passes 99% of the light per crossing changes it by +0.015.

Slit width and thickness spread wash out the fringes, so \(\Delta\) and \(n\) come out low. Substrate loss lowers both transmittances by nearly the same factor, which multiplies both reciprocals alike and so enlarges their difference. The photometric error is dominated by the minimum: here \(\partial n/\partial T_m=-6.5\), against \(\partial n/\partial T_M=1.0\).

**Substrate fringes.** Changing the substrate phase \(4\pi sL/\lambda\) by \(2\pi\), with \(L\) the substrate thickness and its dispersion neglected, takes a wavelength step

\[
\delta\lambda\simeq\frac{\lambda^2}{2sL}=0.195\ {\rm nm}.
\]

With the film held at its maximum, fully resolved substrate fringes would swing \(T\) by 0.144. A rectangular passband 2 nm wide, which covers about 10.3 substrate fringes, leaves a deviation of at most 0.0017 over the starting phases sampled. If this falls on \(T_M\) alone, it moves \(n\) by about 0.002. The film minimum is more delicate: there the same slit can leave a deviation of about 0.003 in \(T_m\), which moves \(n\) by about 0.019. These remainders assume a plane-parallel substrate and depend strongly on the shape of the passband: a triangular one of 2 nm full width at half maximum leaves less than \(10^{-4}\) in either transmittance, or about 0.0004 in \(n\). The intensity sum needs a passband covering many substrate fringes. At 1.5 fringes the remainder at the film minimum can move \(n\) by about 0.17 for the rectangular shape and 0.03 for the triangular one.

**The real material.** The parameters are rough values for hydrogenated amorphous silicon, whose index in the near infrared is about 3.5 and whose absorption edge has an exponential tail of roughly 50 meV. The 60 meV used here is somewhat broad for good material. Real films also absorb weakly through defects, have rough surfaces and vary in thickness, and real glass is dispersive. Of the departures sized here, uneven thickness is the one that most directly breaks the assumption of a uniform film: ±5 nm moves the index by about 0.02, more than the interpolation error at the same wavelength. Roughness has not been sized. For this model, a third decimal in \(n\) would require better interpolation, a uniform film and transmittances accurate to well below 0.001. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
largest |T(stack) - T(closed form)|, 60 films: 4.4e-16
largest index recovery error, 60 films: 1.3e-15
low-index case: n = 1.4, s = 1.8, s/n = 1.2857
  1/T(phi=pi) - 1/T(phi=0): -0.08707 for n, -0.08707 for s/n
  index if formula for n > s is misused: 2.0177
interface k error, n=3.6 s=1.51 x=0.8: k=0.05 5.593e-04
  k=0.10 2.236e-03, ratio 3.998
film thickness 900 nm, substrate index 1.51
substrate thickness 1.0 mm
alpha 1000 cm^-1 at 1.75 eV, tail energy 60 meV
bare substrate transmittance 0.92070, s from it 1.5100
order 9.0: max at 733.36 nm, T = 0.87175
order 8.5: min at 767.21 nm, T = 0.36181
order 8.0: max at 806.52 nm, T = 0.91686
order 7.5: min at 850.59 nm, T = 0.37659
order 7.0: max at 901.89 nm, T = 0.92045
order 6.5: min at 960.74 nm, T = 0.38928
index from neighbouring extrema (linear interpolation):
 767.21 nm: T_M 0.89263 T_m 0.36181 n 3.6100 true 3.6247 error -0.0147
 806.52 nm: T_M 0.91686 T_m 0.36878 n 3.5908 true 3.5843 error +0.0065
 850.59 nm: T_M 0.91852 T_m 0.37659 n 3.5442 true 3.5455 error -0.0013
 901.89 nm: T_M 0.92045 T_m 0.38250 n 3.5106 true 3.5073 error +0.0032
main point 767.21 nm: 1/T_m - 1/T_M = 1.64359, N = 6.60370
  sqrt(N^2 - s^2) = 6.42875, n = 3.6100
  alpha 107.2 cm^-1, k 6.55e-04, x 0.99039
  true envelopes there: T_M 0.90642, T_m 0.36177
  n error, both true envelopes: +2.9e-08
  n error, true T_M and measured minimum: -2.5e-04
order 9 maximum minus tangent point: +0.310 nm
  same with absorption off: 0.0000 nm (magnitude)
sensitivity g 0.8443, dn/dT_M 1.028, dn/dT_m -6.451
neglected effects at main point, error in n:
  k in interface coefficients: +9.5e-08
  slit 2 nm full width: -0.0017
  thickness spread +-5 nm: -0.0205
  T_M +0.005, T_m -0.005: +0.0376
  substrate index +0.01: +0.0132
  substrate single-pass transmittance 0.99: +0.0153
substrate fringe period 0.195 nm
  resolved swing in T at film maximum: 0.1443
  largest remainder in T after the slit: 0.00168
```
